# Berry Pseudorotation and the Isomers of a Trigonal Bipyramid

## Problem

Five different ligands, numbered 1 to 5, surround a central atom at the corners of an ideal trigonal bipyramid. Each ligand is treated as a structureless point. Two placements count as the same isomer if a proper rotation of the whole molecule superposes them.

In a Berry pseudorotation one equatorial ligand, the pivot, stays equatorial. The two axial ligands become equatorial, and the other two equatorial ligands become axial.

(a) Enumerate the isomers.
(b) Draw an edge between two isomers when one Berry step converts one into the other. Identify the resulting graph.
(c) Find the smallest number of Berry steps from an isomer to its enantiomer, and all the paths of that length.

The question concerns connectivity. It does not ask how high the barriers are.

## A tempting solution

Write a placement as a word \((a\,b\mid c\,d\,e)\). Here \(a,b\) are the axial ligands, and \(c,d,e\) are the equatorial ones in anticlockwise order as seen from \(a\). There are \(5!=120\) words.

The skeleton has six proper rotations: the identity, two rotations by \(\pm120^\circ\) about the axis, and three half-turns, each about a line through one equatorial site. Every rotation except the identity moves some ligand to another site, so it changes the word. The words therefore fall into sets of six, and the number of isomers is

\[
N=\frac{120}{6}=20 .
\]

A threefold rotation permutes three ligands cyclically, which is an even permutation. A half-turn exchanges the axial ligands and also two equatorial ones. That is two transpositions, again even. All six words of an isomer thus have the same parity, while a reflection in the equatorial plane exchanges only the axial ligands and is odd. Parity distinguishes an isomer from its mirror image.

Now take a Berry step with pivot \(c\). It exchanges the axial pair \(a,b\) with the equatorial pair \(d,e\):

\[
(a\,b\mid c\,d\,e)\;\to\;(d\,e\mid c\,a\,b).
\]

This is the product of the transpositions \(a\leftrightarrow d\) and \(b\leftrightarrow e\), so it is even. Parity never changes. The graph splits into two separate halves of ten isomers each, and no sequence of Berry steps reaches the enantiomer.

## Where it fails

The count and the discussion of parity are correct. The fault is in the last displayed formula. The description of a Berry step says which ligands become axial, but it does not give the order in which the new equatorial ligands run around the new axis. The tempting solution guessed that order. It has to be read from the motion.

Put the pivot \(c\) on the positive \(x\) axis. Initially \(a\) and \(b\) lie at \(+z\) and \(-z\), while \(d\) and \(e\) lie in the \(xy\) plane at \(120^\circ\) from the pivot, with \(d\) on the side of positive \(y\). Let \(s\) run from 0 to 1, and let the angles measured from the pivot be

\[
\theta_{a}=\theta_{b}=90^\circ+30^\circ s,\qquad
\theta_{d}=\theta_{e}=120^\circ-30^\circ s .
\]

Ligands \(a,b\) stay in the \(xz\) plane and \(d,e\) stay in the \(xy\) plane. At \(s=\tfrac12\) all four angles are \(105^\circ\). The four ligands then form a square, because their directions around the \(x\) axis are \(90^\circ\) apart, and the molecule is a square pyramid with the pivot at its apex. This is an idealized path with five equal, fixed bond lengths; what matters below is its end point.

At \(s=1\) the unit vectors are

\[
\mathbf r_d=(0,1,0),\quad \mathbf r_e=(0,-1,0),\quad \mathbf r_c=(1,0,0),
\]

\[
\mathbf r_a=\left(-\tfrac12,0,\tfrac{\sqrt3}{2}\right),\quad
\mathbf r_b=\left(-\tfrac12,0,-\tfrac{\sqrt3}{2}\right).
\]

The new axis is \(y\), with \(d\) at its positive end. Seen from \(d\), an anticlockwise turn carries \(+z\) to \(+x\), and \(+x\) to \(-z\). Starting at \(c\) on \(+x\), one therefore meets \(b\) next and then \(a\). The correct rule is

\[
(a\,b\mid c\,d\,e)\;\to\;(d\,e\mid c\,b\,a).
\tag{1}
\]

To find its parity, follow the ligands through the five places of the word. Ligand \(a\) goes from place 1 to 5, \(e\) from 5 to 2, \(b\) from 2 to 4, and \(d\) from 4 to 1. This is a cycle of four places, \(1\to5\to2\to4\to1\), which equals three transpositions and is odd. The word guessed earlier, \((d\,e\mid c\,a\,b)\), differs from the correct one by a single transposition: it describes the mirror image of the true product. Each Berry step reverses the parity.

## Right solution

### (a) The isomers

Denote an isomer by its axial pair and its parity, \(ij+\) for even words and \(ij-\) for odd words. For a given pair there are \(2\cdot3!=12\) words, six even and six odd. Since an isomer owns six words, all with the same pair and parity, each label belongs to one isomer. The \(\binom52=10\) pairs and two parities give the 20 isomers, and \(ij+\) and \(ij-\) are enantiomers.

By (1), the new axial pair has no ligand in common with the old one, and the sign changes:

\[
ij\pm\;\to\;kl\mp,\qquad \{i,j\}\cap\{k,l\}=\varnothing .
\tag{2}
\]

The three choices of pivot give the three pairs disjoint from \(\{i,j\}\). The rule is symmetric, so each step can be reversed. There are \(20\cdot3/2=30\) edges. The table lists one word for every isomer and the neighbours of each + isomer.

| + isomer | Enantiomer | Neighbours of + |
|---|---|---|
| \(12\mid345\) | \(12\mid354\) | 34−, 35−, 45− |
| \(13\mid254\) | \(13\mid245\) | 24−, 25−, 45− |
| \(14\mid235\) | \(14\mid253\) | 23−, 25−, 35− |
| \(15\mid243\) | \(15\mid234\) | 23−, 24−, 34− |
| \(23\mid145\) | \(23\mid154\) | 14−, 15−, 45− |
| \(24\mid153\) | \(24\mid135\) | 13−, 15−, 35− |
| \(25\mid134\) | \(25\mid143\) | 13−, 14−, 34− |
| \(34\mid125\) | \(34\mid152\) | 12−, 15−, 25− |
| \(35\mid142\) | \(35\mid124\) | 12−, 14−, 24− |
| \(45\mid123\) | \(45\mid132\) | 12−, 13−, 23− |

The sign is not the same thing as a simple turning sense. Look from the lower-numbered axial ligand and let \(T=+1\) if the equatorial numbers ascend anticlockwise, \(T=-1\) if clockwise. For \(i<j\) and \(k<l<m\), the word \((i\,j\mid k\,l\,m)\) has \((i-1)+(j-2)\) inversions, so the parity is \(\sigma=T(-1)^{i+j-3}\). Take a step from axial pair \(ij\) to \(kl\) with pivot \(p\). Since \(\sigma'=-\sigma\) and \(i+j+k+l=15-p\),

\[
\frac{T'}{T}=-(-1)^{i+j+k+l}=-(-1)^{15-p}=(-1)^p .
\]

The turning sense reverses for odd \(p\) and is kept for even \(p\). Each pivot belongs to six edges: three ways to split the other four ligands into two pairs, times two choices of sign. Pivots 2 and 4 thus give 12 edges on which \(T\) does not change, although \(\sigma\) does.

### (b) The graph

Take five planes in space, numbered 1 to 5, in general position: any three meet in a single point, and no four share a point. Let \(P_{klm}\) be the point common to planes \(k,l,m\), and \(L_{ij}\) the line common to planes \(i,j\). There are ten points and ten lines. If \(i\) and \(j\) both belong to \(\{k,l,m\}\), the point lies on the line. If one of them does not, the point could lie on the line only by lying on four planes, which is excluded. Hence

\[
P_{klm}\in L_{ij}\iff \{i,j\}\subset\{k,l,m\}.
\tag{3}
\]

Projection onto a plane from a general centre preserves these incidences and adds none.

This is the Desargues configuration. The lines \(L_{12},L_{13},L_{23}\) pass through \(P_{123}\), and they join the corners of the triangle \(P_{124}P_{134}P_{234}\) to the corresponding corners of \(P_{125}P_{135}P_{235}\). The two triangles are therefore in perspective from \(P_{123}\). Their corresponding sides are \(L_{14},L_{15}\); \(L_{24},L_{25}\); and \(L_{34},L_{35}\). These meet at \(P_{145},P_{245},P_{345}\), which all lie on \(L_{45}\), as Desargues' theorem requires.

The Levi graph of a configuration has one vertex for each point and one for each line, with an edge wherever a point lies on a line. Assign each + isomer to the point named by its three equatorial ligands, and each − isomer to the line named by its two axial ligands. By (3), a point and a line are incident when the axial pair of the − isomer is contained in the equatorial triple of the + isomer. This means that the two axial pairs are disjoint, which is rule (2). The Berry graph is therefore the Desargues–Levi graph.

To see that it is connected, sort the isomers by their distance from \(12+\). Signs alternate along a path, so + isomers lie at even distances and − isomers at odd ones.

- Distance 1: the three − isomers whose pair is disjoint from 12.
- Distance 2: the six + isomers whose pair shares one ligand with 12. For example, 13+ is joined to 45−.
- Distance 3: the six − isomers whose pair shares one ligand with 12. For example, 13− is joined to 24+ and 25+.
- Distance 4: the three + isomers whose pair is disjoint from 12. For example, 34+ is joined to 12−, 15− and 25−, none of which is at distance 1.
- Distance 5: 12−, whose neighbours 34+, 35+ and 45+ are all at distance 4.

The numbers \(1,3,6,6,3,1\) add up to 20, so every isomer is reached. Rule (1) refers to places in the word and not to particular ligands, so renumbering the ligands preserves the edges. Any word can be renumbered to \((1\,2\mid3\,4\,5)\), so renumbering turns any starting isomer into \(12+\), so the same layers hold for all.

### (c) Shortest paths to the enantiomer

The layers give a distance of five. A count of axial places shows why, and also yields the number of paths.

A path of \(L\) steps from \(ij+\) to \(ij-\) reverses the sign, so \(L\) is odd. Its axial pairs form a closed ring of \(L\) pairs in which neighbouring pairs are disjoint. No ligand can occur in two neighbouring pairs, so it occurs at most \((L-1)/2\) times. The ring has \(2L\) axial places to fill with five ligands:

\[
2L\le \frac{5(L-1)}{2}
\;\Rightarrow\; 4L\le5L-5
\;\Rightarrow\; L\ge5 .
\]

At \(L=5\) equality holds, so each ligand is axial in two of the five pairs. Draw the ligands as dots and the pairs as links. Every dot then has two links, so the drawing is either a pentagon or a triangle plus a doubled link. The second is impossible: the three pairs of a triangle share ligands with one another, and three places on a ring of five always include two neighbours.

Conversely, in a pentagon with links \(e_1,\dots,e_5\), each link is disjoint from the two links that do not touch it. Moving two links at a time visits all five, in the order \(e_1,e_3,e_5,e_2,e_4\), and returns to \(e_1\). There are \(5!/(5\cdot2)=12\) pentagons on five dots, since five starting points and two directions describe the same one. Each uses five of the ten pairs, so a given pair lies in \(12\cdot5/10=6\) pentagons. Two directions of travel give \(6\cdot2=12\) shortest paths.

Each ligand is the pivot once along such a path. Its two axial appearances are not neighbours on the ring, so they take part in four of the five steps. In the remaining step it is equatorial before and after.

For one path, apply (1) with pivots 5, 2, 4, 1, 3, first turning the equatorial part cyclically to put the pivot in front:

\[
\begin{aligned}
12\mid345&=12\mid534\to34\mid521,\\
34\mid521&=34\mid215\to15\mid243,\\
15\mid243&=15\mid432\to32\mid451,\\
32\mid451&=32\mid145\to45\mid123,\\
45\mid123&=45\mid312\to12\mid354 .
\end{aligned}
\]

The last word differs from the first by the exchange of 4 and 5, so it is the enantiomer. All 12 paths from 12+ to 12− are:

| Intermediate isomers | Pivots |
|---|---|
| 34−, 15+, 23−, 45+ | 5 2 4 1 3 |
| 34−, 15+, 24−, 35+ | 5 2 3 1 4 |
| 34−, 25+, 13−, 45+ | 5 1 4 2 3 |
| 34−, 25+, 14−, 35+ | 5 1 3 2 4 |
| 35−, 14+, 23−, 45+ | 4 2 5 1 3 |
| 35−, 14+, 25−, 34+ | 4 2 3 1 5 |
| 35−, 24+, 13−, 45+ | 4 1 5 2 3 |
| 35−, 24+, 15−, 34+ | 4 1 3 2 5 |
| 45−, 13+, 24−, 35+ | 3 2 5 1 4 |
| 45−, 13+, 25−, 34+ | 3 2 4 1 5 |
| 45−, 23+, 14−, 35+ | 3 1 5 2 4 |
| 45−, 23+, 15−, 34+ | 3 1 4 2 5 |

The numerical check finds the isomers and steps from atomic coordinates and compares them with these rules.

## What the path length means physically

Five is the length of the shortest route, not of a typical one. Suppose that all three steps from every isomer are equally likely. Let \(T_i\) now be the mean number of steps needed to get from distance \(i\) to distance \(i-1\) from the target. Of the three neighbours, \(c_i\) are nearer and \(b_i=3-c_i\) are farther. One step is always spent, and after a step outward the walker must come back through two layers:

\[
T_i=1+\frac{b_i}{3}\left(T_{i+1}+T_i\right)
\;\Rightarrow\;
c_iT_i=3+b_iT_{i+1}.
\]

The layers above give \(c_1,\dots,c_5=1,1,2,2,3\). Therefore

\[
T_5=\tfrac33=1,\quad T_4=\tfrac{3+1}{2}=2,\quad T_3=\tfrac{3+2}{2}=2.5,
\]

\[
T_2=3+2(2.5)=8,\quad T_1=3+2(8)=19 .
\]

The sum is 32.5 steps. Of these, \(T_2+T_1=27\) come after the walker first reaches distance 2. At distances 2 and 1 two of the three steps lead away from the target, and \(T_2\) and \(T_1\) include the resulting excursions back into the farther layers. If each step has rate \(k\), an isomer waits \(1/(3k)\) on average, and the mean time to reach the enantiomer is \(32.5/(3k)\approx10.8/k\). Different ligands generally make the rates unequal, and this number then changes.

In the extreme case one ligand, say 5, can never be axial. The six axial pairs formed from ligands 1 to 4 leave 12 isomers. Each allowed pair is disjoint from one other allowed pair, so the isomers separate into six isolated couples such as 12+ and 34−. Berry steps then cannot produce the enantiomer, in agreement with the result that every five-step path makes each ligand axial.

The conclusions also depend on the assumptions about the ligands. If some are identical, several labels describe the same isomer. If a ligand is itself chiral, \(ij-\) is no longer the enantiomer of \(ij+\), because the ligand would have to be reflected too. Dissociation and recombination, or a rearrangement that leads in one step to an isomer other than the three Berry neighbours, would add edges that this graph does not contain. A different motion that ends in one of those three neighbours adds none, because the graph records which isomers are joined and not the route between them.

## Numbers as computed

```
Placements (words): 120
Words per isomer: 6
Isomers: 20
Berry edges: 30
Pivot-basal angle halfway: 105.0 degrees
Edges that keep the ascending turning sense: 12
Isomer word, enantiomer word, neighbours of + isomer (pivot):
  12+ 12|345; 12- 12|354; 34- (5), 35- (4), 45- (3)
  13+ 13|254; 13- 13|245; 24- (5), 25- (4), 45- (2)
  14+ 14|235; 14- 14|253; 23- (5), 25- (3), 35- (2)
  15+ 15|243; 15- 15|234; 23- (4), 24- (3), 34- (2)
  23+ 23|145; 23- 23|154; 14- (5), 15- (4), 45- (1)
  24+ 24|153; 24- 24|135; 13- (5), 15- (3), 35- (1)
  25+ 25|134; 25- 25|143; 13- (4), 14- (3), 34- (1)
  34+ 34|125; 34- 34|152; 12- (5), 15- (2), 25- (1)
  35+ 35|142; 35- 35|124; 12- (4), 14- (2), 24- (1)
  45+ 45|123; 45- 45|132; 12- (3), 13- (2), 23- (1)
Desargues points, lines: 10 10
Shortest cycle in the graph: 6 steps
Isomers at distance 0..5 from 12+: [1, 3, 6, 6, 3, 1]
Distance from 12+ to 12-: 5 steps
Pentagons on five ligands: 12
Pentagons containing the pair 12: 6
Number of shortest paths: 12
  12+ 34- 15+ 23- 45+ 12- ; pivots 5 2 4 1 3
  12+ 34- 15+ 24- 35+ 12- ; pivots 5 2 3 1 4
  12+ 34- 25+ 13- 45+ 12- ; pivots 5 1 4 2 3
  12+ 34- 25+ 14- 35+ 12- ; pivots 5 1 3 2 4
  12+ 35- 14+ 23- 45+ 12- ; pivots 4 2 5 1 3
  12+ 35- 14+ 25- 34+ 12- ; pivots 4 2 3 1 5
  12+ 35- 24+ 13- 45+ 12- ; pivots 4 1 5 2 3
  12+ 35- 24+ 15- 34+ 12- ; pivots 4 1 3 2 5
  12+ 45- 13+ 24- 35+ 12- ; pivots 3 2 5 1 4
  12+ 45- 13+ 25- 34+ 12- ; pivots 3 2 4 1 5
  12+ 45- 23+ 14- 35+ 12- ; pivots 3 1 5 2 4
  12+ 45- 23+ 15- 34+ 12- ; pivots 3 1 4 2 5
Isomers with ligand 5 never axial: 12
Isomers in each connected part then: 2
Mean steps per stage, distance 5 to 1: 1.0, 2.0, 2.5, 8.0, 19.0
Mean random-walk length to enantiomer: 32.5 steps
Mean time for rate k per step: 10.833 / k
```
